# Exact Exchange Scaling as the Gap Closes in Hydrogen Chains

**Q:** My colleague's exchange calculations grow linearly with length for insulating chains but much faster for metallic ones. The basis functions are equally local in both. What is different?

**A:** The density matrix. For real basis functions, the exchange matrix is

$$K_{\mu\lambda}=\sum_{\nu\sigma}(\mu\nu|\lambda\sigma)P_{\nu\sigma},\qquad (\mu\nu|\lambda\sigma)=\iint\frac{\phi_\mu\phi_\nu(\mathbf r_1)\,\phi_\lambda\phi_\sigma(\mathbf r_2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2 .$$

I use atomic units and closed shells. $P$ counts two electrons per occupied orbital, so the Fock matrix is $F=h+J-\tfrac12K$.

A product $\phi_\mu\phi_\nu$ is negligible unless its two centres are close: two s Gaussians of exponent $\alpha$ a distance $R$ apart carry the factor $e^{-\alpha R^2/2}$. So $\mu$ stays near $\nu$, and $\lambda$ near $\sigma$. Nothing in the basis keeps the first pair near the second. Only $P_{\nu\sigma}$ and the slow decay of the Coulomb interaction with the distance between the pairs do that.

**Q:** How does a program know which quartets to drop before computing them?

**A:** It uses a bound. Write $(f|g)$ for the Coulomb interaction of two charge distributions. In Fourier space its kernel is $4\pi/k^2>0$, so $(f-xg|f-xg)\ge0$ for every real $x$. Expanding gives

$$(f|f)-2x(f|g)+x^2(g|g)\ge0 .$$

The choice $x=(f|g)/(g|g)$ turns this into $(f|g)^2\le(f|f)(g|g)$. With $f=\phi_\mu\phi_\nu$ and $g=\phi_\lambda\phi_\sigma$,

$$|(\mu\nu|\lambda\sigma)P_{\nu\sigma}|\le Q_{\mu\nu}Q_{\lambda\sigma}|P_{\nu\sigma}|,\qquad Q_{\mu\nu}=(\mu\nu|\mu\nu)^{1/2}.$$

A quartet survives if the right side exceeds a threshold $\tau$.

Take one function per atom and equal spacing. Let $\sigma$ lie $r$ atoms away from $\nu$ (neighbours have $r=1$), and let $a$ and $b$ be the separations inside the two pairs. The survivors per atom are

$$n=\sum_r\#\{(a,b):\ q_aq_b|P_r|>\tau\},$$

where $q_a$ is $Q$ at separation $a$. The total is $Nn$ for $N$ atoms. If $n$ stops growing with $N$, the work is linear. If distant $r$ keep contributing equally, $n\propto N$ and the work is quadratic. This assumes that the program can skip the dropped quartets without visiting each one.

**Q:** Why should a gap make $P$ short-ranged?

**A:** A model with two alternating hoppings shows it. Each cell holds atoms A and B, coupled by $-t_1$ inside the cell and by $-t_2$ to the next cell, with $t_1>t_2>0$ and orthogonal orbitals. Atom A of cell $m$ touches B of cells $m$ and $m-1$. For Bloch amplitudes $a\,e^{ikm}$ and $b\,e^{ikm}$,

$$Ea=-h\,b,\qquad Eb=-h^*a,\qquad h(k)=t_1+t_2e^{-ik}.$$

Hence $E=\pm|h|$. In the filled band $E=-|h|$, so $a=(h/|h|)\,b$, and normalization gives $|b|^2=\tfrac12$. Then $ab^*=h/(2|h|)$. Two electrons per orbital cancel the one half:

$$P_{A0,Bm}=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{h}{|h|}\,e^{-ikm},\qquad \frac{h}{|h|}=\left[\frac{t_1+t_2e^{-ik}}{t_1+t_2e^{ik}}\right]^{1/2}.$$

The second form follows from $|h|^2=hh^*$, and it continues to complex $k$. For $m>0$, move the integration line down to $\mathrm{Im}\,k=-\kappa'$. The vertical sides cancel by periodicity, and the integral acquires the factor $e^{-\kappa'm}$. The line can move until the denominator vanishes, at $e^{ik}=-t_1/t_2$, where $\mathrm{Im}\,k=-\ln(t_1/t_2)$. The decay rate per cell is therefore $\kappa=\ln(t_1/t_2)$. The inverse square root at that point adds a prefactor $m^{-1/2}$. For $m<0$ the line moves up to the zero of the numerator; the rate is the same and the prefactor is $|m|^{-3/2}$.

**Q:** Where is the gap in that formula?

**A:** From $|h|^2=t_1^2+t_2^2+2t_1t_2\cos k$, the largest $|h|$ is $t_1+t_2$ and the smallest is $t_1-t_2$. The gap is $E_g=2(t_1-t_2)$, and the full width from the lowest to the highest level is $W=2(t_1+t_2)$. With $x=E_g/W$,

$$1+x=\frac{2t_1}{t_1+t_2},\qquad 1-x=\frac{2t_2}{t_1+t_2},$$

so

$$\kappa=\ln\frac{1+x}{1-x}=2\,\mathrm{artanh}\frac{E_g}{W}\approx\frac{2E_g}{W}\quad(E_g\ll W).$$

For $t_2/t_1=0.9$ the formula gives 0.1054 per cell. Numerical diagonalization of a ring of 200 cells gives 0.1056, taken between cells 40 and 80 after removing the $m^{-1/2}$.

A cell holds two atoms, so $|P_r|$ falls roughly as $Ae^{-\kappa r/2}$. A pair combination survives out to

$$r_{ab}\approx\frac{2}{\kappa}\ln\frac{A\,q_aq_b}{\tau}.$$

This range does not depend on $N$, so a ring much longer than $2r_{ab}$ gains no more survivors per atom. Tightening $\tau$ costs only a logarithm in range. Closing the gap costs a factor $1/\kappa$, up to a logarithm, because the prefactor shrinks with $\kappa$: in the model, $\kappa$ times the last cell with $|P|>10^{-6}$ falls from 11 at $t_2/t_1=0.5$ to 6 at $0.999$.

**Q:** And when the gap is zero, does $P$ stop decaying?

**A:** It decays as a power. Set $t_1=t_2=t$. Then $h=2t\cos(k/2)\,e^{-ik/2}$, and the cosine is positive for $|k|<\pi$, so $h/|h|=e^{-ik/2}$. This phase jumps at the zone edge, where the gap closed. Atom B of cell $m$ is $r=2m+1$ atoms away, and

$$P_r=\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{-ikr/2}=\frac{2\sin(\pi r/2)}{\pi r}.$$

The smooth phase of the insulator had exponentially small high Fourier components; a jump has components of order $1/r$.

**Q:** That is a model with nearest-neighbour hopping. Does it survive in a real Hartree–Fock calculation?

**A:** For a uniform ring with one function per atom, symmetry fixes the orbitals whatever the Fock matrix, provided the lowest $|k|$ are filled. Let $N=4n_0+2$, so that the $N/2=2n_0+1$ occupied orbitals have $k=2\pi p/N$ with $p=-n_0,\dots,n_0$. In the symmetrically orthogonalized basis, put $z=e^{2\pi ir/N}$ and sum the geometric series:

$$\tilde P_r=\frac2N\sum_{p=-n_0}^{n_0}z^p=\frac2N\,\frac{z^{n_0+1/2}-z^{-n_0-1/2}}{z^{1/2}-z^{-1/2}}=\frac{2\sin(\pi r/2)}{N\sin(\pi r/N)}.$$

For $N\gg r$ this is the model result.

In the atomic basis each $k$ is divided by $S(k)=\sum_jS_{0j}\cos kj$, where $S_{0j}$ is the overlap of atoms $j$ apart. With $g=1/S$ and a long ring,

$$P_r=\frac2\pi\int_0^{\pi/2}g(k)\cos kr\,dk .$$

Integrate by parts twice. Since $S$ is even, $g'(0)=0$, and only the upper limit contributes at these orders:

$$P_r=\frac2\pi\left[\frac{g(\pi/2)\sin(\pi r/2)}{r}+\frac{g'(\pi/2)\cos(\pi r/2)}{r^2}\right]+O(r^{-3}).$$

Odd $r$ falls as $1/r$ and even $r$ as $1/r^2$. Write $S_F=S(\pi/2)$, so $g(\pi/2)=1/S_F$.

**Q:** Can you show me this with actual hydrogen atoms?

**A:** I take rings of hydrogen atoms, which are chains without ends, in restricted Hartree–Fock with the minimal STO-3G basis. The mean spacing is $d=2$ bohr along the circle, and the bonds alternate as $2\mp\delta$ bohr. At $\delta=0$ I require, for now, that all atoms remain equivalent. The threshold is $\tau=10^{-6}$ hartree, and quartets are counted without permutational symmetry.

The gap and the decay rate $\kappa$ below belong to $N=242$. The rate is a straight-line fit to the logarithm of the largest $|P|$ between cells, from 4 to 30 cells apart and above $10^{-7}$, so it absorbs any algebraic prefactor. The last two columns give Schwarz survivors per atom.

| $\delta$ (bohr) | gap (hartree) | $\kappa$ per cell | $n$, $N=122$ | $n$, $N=242$ |
|---|---|---|---|---|
| 0.40 | 0.630 | 0.80 | 1929 | 1928 |
| 0.20 | 0.431 | 0.52 | 2742 | 2727 |
| 0.10 | 0.317 | 0.37 | 3636 | 3628 |
| 0.05 | 0.250 | 0.29 | 4486 | 4515 |
| 0 | 0.038 | none | 6806 | 11402 |

The local exponent of the total $Nn$ between two sizes is $1+\ln(n_2/n_1)/\ln(N_2/N_1)$. For $\delta=0$ it is

$$1+\frac{\ln(11402/6806)}{\ln(242/122)}=1+\frac{0.516}{0.685}=1.75 .$$

For the four alternating rings it lies between 0.99 and 1.01.

The remaining gap at $\delta=0$ belongs to the finite ring: it is 0.143, 0.070 and 0.038 hartree for $N=54$, 122 and 242. The tail behaves as derived. With $S_F=0.806$, the ring formula at $r=41$ gives

$$\frac{2}{242\times0.806\times\sin(41\pi/242)}=0.0202,$$

which is also the computed $|P_{41}|$. At $r=40$ the element is $5.0\times10^{-4}$, some forty times smaller.

**Q:** With $\delta=0.05$, is the ring really long enough to call the work linear?

**A:** At $N=242$ it is. The largest $|P|$ at 30 cells is $4.4\times10^{-5}$. The far side of the ring is about 60 cells away, and continuing the fitted decay gives

$$4.4\times10^{-5}\,e^{-0.287\times30}\approx8\times10^{-9},$$

an order-of-magnitude estimate that lies well below $\tau$. The computed element at 60 cells is $1.6\times10^{-8}$, and the last surviving quartet has $\nu$ and $\sigma$ 87 atoms apart, short of the 121 available. The ring of 122 atoms reaches only about 30 cells, where some quartets still survive. Its nearly equal count is therefore not by itself evidence of saturation. These counts do not separate the missing distant region from the change of $P$ with ring size.

**Q:** Changing $\delta$ also changes the overlaps. How do you know that $P$ is responsible?

**A:** The two factors can be exchanged. Keep the Schwarz factors of the uniform ring and insert the density matrix of the $\delta=0.4$ ring: the exponent between 122 and 242 atoms drops from 1.75 to 0.99. Conversely, keep the Schwarz factors of the $\delta=0.4$ ring and replace every $|P|$ by 1: the exponent becomes 2.00. The locality of the basis limits each pair, while the decay of $P$ limits the distance between pairs.

**Q:** Then why 1.75 for the uniform ring, and not 2?

**A:** An exponent of 2 would need the same number of surviving combinations $(a,b)$ at every $r$. As $|P_r|$ falls, the condition $q_aq_b>\tau/|P_r|$ becomes stricter and the weaker combinations drop out. Even $r$ loses them sooner, because its elements fall as $1/r^2$. On average, a more distant atom therefore brings fewer survivors than a nearer one.

**Q:** If they keep dropping out, must the work not become linear again eventually?

**A:** Yes, at fixed $\tau$. For odd $r$, the last surviving distance follows from the tail:

$$q_aq_b\frac{2}{\pi S_Fr}=\tau\quad\Rightarrow\quad r_c=\frac{2q_aq_b}{\pi S_F\tau}.$$

The one-centre pairs, with $q_0^2=0.775$ hartree, reach

$$r_c=\frac{2\times0.775}{\pi\times0.806\times10^{-6}}\approx6.1\times10^5\ \text{atoms}.$$

Linear scaling is thus postponed far beyond any ring I can treat self-consistently. The density matrix of the uniform ring is fixed by symmetry, however, so it can be summed by fast Fourier transform for millions of atoms and combined with the $q_a$ of a straight chain. From about 39 thousand to 354 thousand atoms the exponent is still 1.61. From there to 3.2 million it is 1.14, with $2.6\times10^6$ survivors per atom.

**Q:** Six hundred thousand atoms seems absurd. Is the bound too generous?

**A:** At long distance it is. The Schwarz product contains no separation between the pairs, whereas two distant charge distributions interact approximately as their charges divided by their distance:

$$(\mu\nu|\lambda\sigma)\approx\frac{s_as_b}{rd},$$

with $s_a$ the overlap at separation $a$. The condition now contains $r^2$:

$$\frac{s_as_b}{rd}\,\frac{2}{\pi S_Fr}=\tau\quad\Rightarrow\quad r_c=\left(\frac{2s_as_b}{\pi S_Fd\,\tau}\right)^{1/2}.$$

For one-centre pairs $s_0=1$, and

$$r_c=\left(\frac{2}{\pi\times0.806\times2\times10^{-6}}\right)^{1/2}\approx630\ \text{atoms}.$$

Counting the contributions in the Hartree–Fock rings by their true magnitude shows the same trend. The uniform ring has 4000 survivors per atom at $N=122$ and 5376 at $N=242$, an exponent of 1.43. For $\delta=0.4$ the numbers are 1268 and 1267. With the distance formula, the uniform chain levels off near 8000 per atom, and its exponent is already 1.06 between 486 and 4374 atoms.

**Q:** So with good screening a metallic chain is merely more expensive?

**A:** In one dimension and at fixed threshold, yes, but the price of accuracy differs. Summing the odd-$r$ ranges over $(a,b)$ makes the saturated count proportional to $1/\tau$ with Schwarz screening and to $\tau^{-1/2}$ with the distance included. The lattice sums give powers of 0.99 (between $\tau=10^{-4}$ and $10^{-5}$) and 0.48 (between $10^{-6}$ and $10^{-8}$). Even $r$ lowers the second power slightly, because there the product falls as $1/r^3$ and the range grows only as $\tau^{-1/3}$. Reducing $\tau$ a hundredfold therefore costs nearly a factor of ten even with distance-aware screening. With a gap, the range $r_{ab}$ grows only by $(2/\kappa)\ln100$ atoms.

The threshold limits each omitted term, not their sum. At $N=242$, the largest error in an element of $K$ from Schwarz screening, relative to the unscreened $K$ for the same density, is $1.8\times10^{-6}$ hartree for $\delta=0.4$ and $4.9\times10^{-6}$ hartree for $\delta=0$. Both exceed $\tau$.

**Q:** You required all atoms to remain equivalent at $\delta=0$. What happens without that?

**A:** The electrons can alternate although the nuclei do not. I repeated the calculation at $N=242$ with equal spacing, allowed a two-atom cell, and started from the density of the $\delta=0.05$ ring. The result lies 0.76 millihartree per atom below the symmetric solution. Its neighbouring density-matrix elements are 0.521 and 0.214, in place of 0.372 everywhere, and its gap is 0.164 hartree (4.5 eV), against 0.038 hartree (1.0 eV).

The Schwarz count falls from 11402 to 6560 per atom. I have this solution at one size only, so I cannot quote an exponent for it. If its gap persists in longer rings, the decay argument predicts saturation.

This is not the only broken-symmetry solution, nor the lowest. A restricted solution with alternating charge lies 0.26 millihartree per atom below the symmetric one; its gap is 0.105 hartree, and at this size it still keeps about 11500 quartets per atom. If the two spins may differ, a solution with alternating spin lies 5.6 millihartree per atom below the symmetric one, with a gap of 0.40 hartree.

This also changes how the table should be read. Most of the drop in gap from 0.250 hartree at $\delta=0.05$ to 0.038 at $\delta=0$ comes from imposing the symmetry. At this ring size, removing the geometric alternation does not by itself lead to the metallic solution.

**Q:** Which of these results would you carry over to a real material?

**A:** The mechanism, within mean-field theory: a gap gives a smooth occupied space and an exponentially decaying $P$, while a sharp Fermi edge gives a power law. The numbers belong to this basis, spacing and threshold. For a ring of 30 atoms at $\delta=0.4$, the gap falls from 0.65 hartree in STO-3G to 0.52 in 6-31G and 6-311G. In the atomic basis $P$ also carries the inverse overlap, so a nearly linearly dependent basis can slow its decay even with a gap: in 6-311G the largest element seven cells away is still $5\times10^{-3}$, against $1\times10^{-3}$ in STO-3G. The uniform ring here is a mean-field metal only while its symmetry is imposed. Electron correlation is left out, so its small gap is no prediction for a real hydrogen chain.

For your colleague's chains, I would plot $|P_{\nu\sigma}|$ against distance on a logarithmic scale. A straight line that reaches the threshold well inside the sample indicates that linear scaling has set in. A curve that flattens and is still well above the threshold at the largest distance means that, with Schwarz screening, a longer sample will bring new quartets. It is also worth finding out whether the self-consistent solution has kept the symmetry of the nuclei, since that can decide which curve appears.
